# Poisson phonon replicas of a localized electron at zero temperature: verification in Python

```python
"""
Result under test: adding an electron to an empty localized site at T = 0
gives lines at E_n = -S*h + n*h with weights exp(-S) S**n / n!.
Energies are measured from the vertical addition energy; h is the phonon
quantum hbar*omega. The occupied site feels the extra potential -F*x, and
S = F**2 / (2 M hbar omega**3), with M the mass of the mode.
Position-grid and number-basis diagonalizations supply independent tests.
"""
import numpy as np
from scipy.constants import hbar, e, k as boltzmann, atomic_mass
from scipy.linalg import eigh, expm
from scipy.stats import poisson

# Rough inputs in the regime of electrons trapped in amorphous TiO2.
quantum = 0.10          # eV
relaxation = 0.35       # eV
mass = 16 * atomic_mass
temperature = 300.0     # K
disorder = 0.060        # eV, standard deviation of site energies
transfer = 0.10         # eV, to one equal neighbour

omega = quantum * e / hbar
stiffness = mass * omega**2
force = np.sqrt(2 * stiffness * relaxation * e)
displacement = force / stiffness
S = force**2 / (2 * mass * hbar * omega**3)
coupling = -force * np.sqrt(hbar / (2 * mass * omega)) / e

# Position grid with the sinc-function kinetic energy matrix.
length = np.sqrt(hbar / (mass * omega))
step = 0.2 * length
x = np.arange(-45, 71) * step
difference = np.arange(len(x))[:, None] - np.arange(len(x))[None, :]
safe = np.where(difference == 0, 1, difference)
kinetic = np.where(difference == 0, np.pi**2 / 3, 2.0 / safe**2)
kinetic = kinetic * np.where(difference % 2 == 0, 1.0, -1.0)
kinetic *= hbar**2 / (2 * mass * step**2) / e


def grid_levels(potential):
    """Levels in eV and states for a potential given in joules."""
    return eigh(kinetic + np.diag(potential / e))


def addition_lines(empty_potential, occupied_potential):
    empty_energy, empty_states = grid_levels(empty_potential)
    full_energy, full_states = grid_levels(occupied_potential)
    weights = (full_states.T @ empty_states[:, 0])**2
    return full_energy - empty_energy[0], weights


harmonic = 0.5 * stiffness * x**2
line_energy, line_weight = addition_lines(harmonic, harmonic - force * x)
n = np.arange(12)
assert np.allclose(line_energy[:12], -S * quantum + n * quantum, atol=1e-6)
assert np.allclose(line_weight[:12], poisson.pmf(n, S), atol=1e-6)

# Moments obtained by summing the computed lines.
mean = np.sum(line_weight * line_energy)
variance = np.sum(line_weight * line_energy**2) - mean**2
assert abs(mean) < 1e-6
assert abs(variance - S * quantum**2) < 1e-6

# Electron removal from the relaxed occupied site.
empty_energy, empty_states = grid_levels(harmonic)
full_energy, full_states = grid_levels(harmonic - force * x)
removal_energy = full_energy[0] - empty_energy
removal_weight = (empty_states.T @ full_states[:, 0])**2
assert np.allclose(removal_energy[:12], -relaxation - n * quantum, atol=1e-6)
assert np.allclose(removal_weight[:12], poisson.pmf(n, S), atol=1e-6)
removal_mean = np.sum(removal_weight * removal_energy)
assert abs(removal_mean + 2 * relaxation) < 1e-6


def oscillator(size):
    """Number operator and b + b_dagger in a truncated number basis."""
    lower = np.diag(np.sqrt(np.arange(1, size)), 1)
    return np.diag(np.arange(size, dtype=float)), lower + lower.T


# Time evolution from the matrix exponential.
number, position = oscillator(80)
occupied = quantum * number + coupling * position
for phase in (0.7, 2.0, 4.5):
    direct = expm(-1j * phase * occupied / quantum)[0, 0]
    formula = np.exp(1j * S * phase - S * (1 - np.exp(-1j * phase)))
    assert abs(direct - formula) < 1e-7

# Two modes of equal frequency, with unequal couplings of opposite sign.
small_number, small_position = oscillator(32)
unit = np.eye(32)
two_modes = quantum * (np.kron(small_number, unit)
                       + np.kron(unit, small_number))
two_modes += 0.6 * coupling * np.kron(small_position, unit)
two_modes -= 0.8 * coupling * np.kron(unit, small_position)
pair_energy, pair_states = eigh(two_modes)
pair_label = np.rint((pair_energy + relaxation) / quantum).astype(int)
for count in range(9):
    group_weight = np.sum(pair_states[0, pair_label == count]**2)
    assert abs(group_weight - poisson.pmf(count, S)) < 1e-5

# Modes of different frequency: one fifth of the relaxation is in a soft mode.
soft_quantum, soft_share = 0.040, 0.20


def mode_weights(mode_quantum, mode_relaxation):
    g = np.sqrt(mode_relaxation * mode_quantum)
    states = eigh(mode_quantum * number + g * position)[1]
    return states[0]**2


hard_weights = mode_weights(quantum, (1 - soft_share) * relaxation)
soft_weights = mode_weights(soft_quantum, soft_share * relaxation)
count_weights = np.convolve(hard_weights, soft_weights)
mixed_S = ((1 - soft_share) * relaxation / quantum
           + soft_share * relaxation / soft_quantum)
assert np.allclose(count_weights[:12], poisson.pmf(n, mixed_S), atol=1e-7)

# Thermal spectrum by an explicit sum over initial phonon states.


def occupation(mode_quantum):
    return 1 / np.expm1(mode_quantum * e / (boltzmann * temperature))


thermal_N = occupation(quantum)
initial = np.arange(12)
probability = np.exp(-initial * quantum * e / (boltzmann * temperature))
probability /= probability.sum()
occupied_energy, occupied_states = eigh(occupied)
thermal_weight = probability[:, None] * occupied_states[:12]**2
thermal_energy = occupied_energy[None, :] - initial[:, None] * quantum
thermal_mean = np.sum(thermal_weight * thermal_energy)
thermal_variance = (np.sum(thermal_weight * thermal_energy**2)
                    - thermal_mean**2)
assert abs(thermal_variance - S * quantum**2 * (2 * thermal_N + 1)) < 1e-7
net_quanta = np.rint((thermal_energy + relaxation) / quantum)
thermal_zero = thermal_weight[net_quanta == 0].sum()
thermal_below = thermal_weight[net_quanta < 0].sum()

# Static disorder: count maxima higher than 5 percent of the tallest one.


def visible_maxima(width):
    energy = np.linspace(-1.0, 2.0, 6001)
    curve = np.zeros_like(energy)
    for centre, weight in zip(line_energy[:22], line_weight[:22]):
        curve += weight * np.exp(-0.5 * ((energy - centre) / width)**2)
    middle = curve[1:-1]
    peak = (middle > curve[:-2]) & (middle > curve[2:])
    return int(np.sum(peak & (middle > 0.05 * curve.max())))


narrow_width = 0.010
narrow_maxima = visible_maxima(narrow_width)
disorder_maxima = visible_maxima(disorder)
assert narrow_maxima > 1 and disorder_maxima == 1

# Two equal sites. Only the relative mode is coupled to the site label;
# the symmetric mode contributes an independent Poisson factor with mean S/2.


def two_sites(J):
    site_sign = np.diag([1.0, -1.0])
    exchange = np.array([[0.0, 1.0], [1.0, 0.0]])
    matrix = np.kron(np.eye(2), quantum * number)
    matrix += coupling / np.sqrt(2) * np.kron(site_sign, position)
    matrix -= J * np.kron(exchange, np.eye(80))
    return eigh(matrix)


weak_transfer = 1e-4
weak_energy = two_sites(weak_transfer)[0]
weak_splitting = weak_energy[1] - weak_energy[0]
assert abs(weak_splitting / (2 * weak_transfer * np.exp(-S)) - 1) < 1e-3
site_energy, site_states = two_sites(transfer)
site_splitting = site_energy[1] - site_energy[0]
site_lowering = -relaxation / 2 - site_energy[0]
site_weight = site_states[0]**2
doublet_weight = np.exp(-S / 2) * site_weight[:2].sum()
site_mean = np.sum(site_weight * site_energy)
site_variance = np.sum(site_weight * site_energy**2) - site_mean**2
site_variance += S * quantum**2 / 2
assert abs(site_variance - S * quantum**2 - transfer**2) < 1e-7

# A softer occupied site, and six equal Morse bonds in a breathing mode.
frequency_ratio = 0.90
soft_energy, soft_site_weight = addition_lines(
    harmonic, harmonic * frequency_ratio**2 - force * x)
morse_inverse_length = 15e9
bonds = 6
depth = stiffness / (2 * morse_inverse_length**2)
stretch = morse_inverse_length * x / np.sqrt(bonds)
morse = bonds * depth * (1 - np.exp(-stretch))**2
morse_energy, morse_weight = addition_lines(morse, morse - force * x)
assert abs(soft_site_weight.sum() - 1) < 1e-9
assert abs(morse_weight.sum() - 1) < 1e-9

print(f"Phonon quantum: {quantum:.3f} eV")
print(f"Relaxation energy: {relaxation:.3f} eV")
print(f"Mode mass: {mass / atomic_mass:.1f} u")
print(f"Angular frequency: {omega:.4e} rad/s")
print(f"Force on the mode: {force * 1e9:.3f} nN")
print(f"Mode displacement: {displacement * 1e12:.2f} pm")
print(f"Coupling magnitude |g|: {abs(coupling):.4f} eV")
print(f"Mean phonon number S: {S:.4f}")
print("Addition lines: n, energy from vertical (eV), grid weight, Poisson")
for count in range(10):
    print(f"  {count:d}  {line_energy[count]:+.3f}  "
          f"{line_weight[count]:.5f}  {poisson.pmf(count, S):.5f}")
print(f"Sum of these ten weights: {line_weight[:10].sum():.5f}")
print(f"Mean addition energy: {abs(round(mean, 5)):.4f} eV")
print(f"Standard deviation at T = 0: {np.sqrt(variance):.4f} eV")
print(f"Highest removal line: {removal_energy[0]:.4f} eV")
print(f"Mean removal energy: {removal_mean:.4f} eV")
print(f"Temperature: {temperature:.0f} K")
print(f"Bose occupation, main mode: {thermal_N:.4f}")
print(f"Thermal standard deviation: {np.sqrt(thermal_variance):.4f} eV")
print(f"Thermal weight at zero net phonons: {thermal_zero:.5f}")
print(f"Thermal weight below that line: {thermal_below:.5f}")
print(f"Narrow broadening, std dev: {narrow_width * 1e3:.0f} meV")
print(f"Visible maxima, narrow case: {narrow_maxima:d}")
print(f"Site disorder, std dev: {disorder * 1e3:.0f} meV")
print(f"Visible maxima with site disorder: {disorder_maxima:d}")
print(f"Transfer J to one neighbour: {transfer:.3f} eV")
print(f"Splitting 2J exp(-S): {2e3 * transfer * np.exp(-S):.3f} meV")
print(f"Splitting by diagonalization: {site_splitting * 1e3:.3f} meV")
print(f"Ground-state lowering by transfer: {site_lowering * 1e3:.2f} meV")
print(f"Lowest-doublet weight with transfer: {doublet_weight:.5f}")
print(f"Standard deviation with transfer: {np.sqrt(site_variance):.4f} eV")
print(f"Soft-mode quantum: {soft_quantum * 1e3:.0f} meV")
print(f"Soft-mode share of relaxation: {soft_share:.2f}")
print(f"Total S with soft mode: {mixed_S:.4f}")
print(f"Zero-phonon weight with soft mode: {count_weights[0]:.5f}")
print(f"Bose occupation, soft mode: {occupation(soft_quantum):.4f}")
print(f"Occupied/empty frequency ratio: {frequency_ratio:.2f}")
print(f"Lowest line, softened site: {soft_energy[0]:.4f} eV")
print(f"Zero-phonon weight, softened site: {soft_site_weight[0]:.5f}")
print(f"Morse inverse length: {morse_inverse_length * 1e-9:.1f} 1/nm")
print(f"Harmonic shift per bond: "
      f"{displacement * 1e12 / np.sqrt(bonds):.2f} pm")
print(f"Lowest line, Morse bonds: {morse_energy[0]:.4f} eV")
print(f"Zero-phonon weight, Morse bonds: {morse_weight[0]:.5f}")
print("success")
```

Printed output:

```
Phonon quantum: 0.100 eV
Relaxation energy: 0.350 eV
Mode mass: 16.0 u
Angular frequency: 1.5193e+14 rad/s
Force on the mode: 8.293 nN
Mode displacement: 13.52 pm
Coupling magnitude |g|: 0.1871 eV
Mean phonon number S: 3.5000
Addition lines: n, energy from vertical (eV), grid weight, Poisson
  0  -0.350  0.03020  0.03020
  1  -0.250  0.10569  0.10569
  2  -0.150  0.18496  0.18496
  3  -0.050  0.21579  0.21579
  4  +0.050  0.18881  0.18881
  5  +0.150  0.13217  0.13217
  6  +0.250  0.07710  0.07710
  7  +0.350  0.03855  0.03855
  8  +0.450  0.01687  0.01687
  9  +0.550  0.00656  0.00656
Sum of these ten weights: 0.99669
Mean addition energy: 0.0000 eV
Standard deviation at T = 0: 0.1871 eV
Highest removal line: -0.3500 eV
Mean removal energy: -0.7000 eV
Temperature: 300 K
Bose occupation, main mode: 0.0213
Thermal standard deviation: 0.1910 eV
Thermal weight at zero net phonons: 0.03343
Thermal weight below that line: 0.00230
Narrow broadening, std dev: 10 meV
Visible maxima, narrow case: 9
Site disorder, std dev: 60 meV
Visible maxima with site disorder: 1
Transfer J to one neighbour: 0.100 eV
Splitting 2J exp(-S): 6.039 meV
Splitting by diagonalization: 7.671 meV
Ground-state lowering by transfer: 21.05 meV
Lowest-doublet weight with transfer: 0.04118
Standard deviation with transfer: 0.2121 eV
Soft-mode quantum: 40 meV
Soft-mode share of relaxation: 0.20
Total S with soft mode: 4.5500
Zero-phonon weight with soft mode: 0.01057
Bose occupation, soft mode: 0.2704
Occupied/empty frequency ratio: 0.90
Lowest line, softened site: -0.4371 eV
Zero-phonon weight, softened site: 0.00638
Morse inverse length: 15.0 1/nm
Harmonic shift per bond: 5.52 pm
Lowest line, Morse bonds: -0.3908 eV
Zero-phonon weight, Morse bonds: 0.01307
success
```
